# Spin diffusion in a spin-Hall film with a perfect sink, part 2

A nonmagnetic metal film fills \(0<z<t\) and carries a charge current along \(x\), driven by a uniform field \(E\). How much of its bulk spin Hall current reaches an absorber at \(z=t\)? The face \(z=0\) is free: it neither passes nor relaxes spin.

The conductivity \(\sigma\), spin Hall angle \(\theta\) and spin diffusion length \(\lambda=\sqrt{D\tau_s}\) are uniform; \(D\) is the diffusion constant and \(\tau_s\) the spin decay time. A prime means \(d/dz\), except that \(t'\) is time. Spin is quantized along \(y\). The channels have potentials \(V_{\uparrow,\downarrow}\) in volts, excess charge densities \(\rho_{\uparrow,\downarrow}\) and charge current densities \(j_{\uparrow,\downarrow}\) along \(+z\). With \(V_s=(V_\uparrow-V_\downarrow)/2\), \(j_s=j_\uparrow-j_\downarrow\) and \(\rho_s=\rho_\uparrow-\rho_\downarrow\),

\[
j_s=-\frac{\sigma}{2}(V_\uparrow-V_\downarrow)'+\theta\sigma E
=-\sigma V_s'+J,\qquad J\equiv\theta\sigma E. \tag{7}
\]

\[
\frac{\partial\rho_\uparrow}{\partial t'}+j_\uparrow'
=-\frac{\rho_\uparrow-\rho_\downarrow}{2\tau_s},\qquad
\frac{\partial\rho_\downarrow}{\partial t'}+j_\downarrow'
=+\frac{\rho_\uparrow-\rho_\downarrow}{2\tau_s}. \tag{9}
\]

\[
\frac{\partial\rho_s}{\partial t'}+j_s'=-\frac{\rho_s}{\tau_s}. \tag{10}
\]

In steady state,

\[
j_s'=-\frac{\sigma}{D\tau_s}V_s=-\frac{\sigma}{\lambda^2}V_s,\qquad
\lambda=\sqrt{D\tau_s}. \tag{12}
\]

\[
V_s''=\frac{V_s}{\lambda^2}. \tag{13}
\]

The free face and a perfect sink require, respectively,

\[
j_s(0)=0. \tag{14}
\]

\[
V_s(t)=0. \tag{15}
\]

With \(B=-\theta E\lambda/\cosh(t/\lambda)\), the solution is

\[
V_s'(z)=-\frac{B}{\lambda}\cosh\frac{t-z}{\lambda}. \tag{16}
\]

\[
V_s(z)=-\theta E\lambda\,
\frac{\sinh[(t-z)/\lambda]}{\cosh(t/\lambda)}. \tag{17}
\]

\[
\boxed{\,j_s(t)=\theta\sigma E
\left[1-\operatorname{sech}\frac{t}{\lambda}\right].\,} \tag{20}
\]

The bracket is the thickness efficiency factor.

The example is a model metal with \(\sigma=5.0\times10^6\) S/m, \(\theta=0.10\), \(D=1.5\times10^{-4}\) m²/s, \(\tau_s=6.0\times10^{-14}\) s, \(\lambda=3.0\) nm and \(t=6.0\) nm. Its factor is 0.734, with \(\operatorname{sech}2=0.266\) and \(\tanh2=0.964\).

### Where the delivered spin comes from

Integrate the spin balance (12) across the film. The free face contributes no current, so

\[
j_s(t)=-\frac{\sigma}{\lambda^2}\int_0^tV_s(z)\,dz. \tag{21}
\]

The integral of the profile (17) requires

\[
\int_0^t\sinh\frac{t-z}{\lambda}\,dz
=\lambda\left(\cosh\frac{t}{\lambda}-1\right),
\]

and the right side of (21) becomes

\[
\frac{\sigma}{\lambda^2}\,
\frac{\theta E\lambda}{\cosh(t/\lambda)}\,
\lambda\left(\cosh\frac{t}{\lambda}-1\right)
=J\left(1-\operatorname{sech}\frac{t}{\lambda}\right),
\]

in agreement with (20). For \(\theta E>0\) the potential \(V_s\) is negative, which for negatively charged electrons means a deficit of down spin. Relaxation works to remove that deficit by turning up spins into down spins. The angular momentum needed for this comes from the lattice. In steady state it is this supply that the sink receives.

Relaxation therefore has two roles. It limits how far a spin can diffuse, and it also provides the spin that leaves. If \(\tau_s\to\infty\) at fixed thickness, (21) gives no steady current into the sink, however large \(\theta\) may be. Raising \(\tau_s\) by \(10^4\) in the example makes \(\lambda\) a hundred times longer and \(t/\lambda=0.02\); the factor drops from 0.73 to \(2.0\times10^{-4}\). A current can still flow for a while after the field is switched on, since the time derivative in (10) allows the film to give up spin while its deficit builds up.

### The hyperbolic secant as an escape probability

Place one extra spin at depth \(z\) and ask for the probability \(w(z)\) that it reaches the sink before it relaxes. Relaxation is here an event with rate \(1/\tau_s\) that leaves the spin direction random. Half of such events reverse the spin, which gives the flip rate \(1/(2\tau_s)\) used in (9).

Represent diffusion by steps \(\pm a\), equally likely, each taking a short time \(\delta\), with \(a^2=2D\delta\). The spin survives one step with probability \(1-\delta/\tau_s\), to first order in \(\delta\). Then

\[
w(z)=\left(1-\frac{\delta}{\tau_s}\right)
\frac{w(z+a)+w(z-a)}{2}. \tag{22}
\]

The average on the right is \(w+(a^2/2)w''=w+D\delta\,w''\) to the same order. The terms without \(\delta\) cancel, and division by \(\delta\) leaves

\[
0=Dw''-\frac{w}{\tau_s}\quad\Longrightarrow\quad
\lambda^2w''=w. \tag{23}
\]

A spin at the sink has already arrived, so \(w(t)=1\). The free face reflects the walker, so \(w'(0)=0\). The solution is

\[
w(z)=\frac{\cosh(z/\lambda)}{\cosh(t/\lambda)},\qquad
w(0)=\operatorname{sech}\frac{t}{\lambda}. \tag{24}
\]

The subtracted term in the efficiency factor is thus the probability that a spin crosses the whole film before relaxing.

To connect this probability with the current, multiply (12) by \(w\) and integrate. Integration by parts on the left, with \(j_s(0)=0\) and \(w(t)=1\), gives

\[
j_s(t)-\int_0^tw'j_s\,dz
=-\frac{\sigma}{\lambda^2}\int_0^twV_s\,dz. \tag{25}
\]

Insert \(j_s=-\sigma V_s'+J\) in the remaining integral. Its diffusion part is again integrated by parts:

\[
\int_0^tw'V_s'\,dz
=\bigl[w'V_s\bigr]_0^t-\int_0^tw''V_s\,dz
=-\frac{1}{\lambda^2}\int_0^twV_s\,dz. \tag{26}
\]

The boundary term vanishes at the sink because \(V_s(t)=0\), and at the free face because \(w'(0)=0\). When (26) is used in (25), the integrals of \(wV_s\) on the two sides are equal and cancel. What remains is

\[
j_s(t)=\int_0^tw'(z)J\,dz=J[w(t)-w(0)]. \tag{27}
\]

The drive delivers \(J\) at the sink and removes \(J\) from the free face. The removal creates missing spins, which diffuse like extra spins of the opposite sign. A fraction \(w(0)\) of them reaches the sink and cancels part of the delivery.

The first form in (27) also holds if the spin Hall angle varies with depth, while \(\sigma\) and \(\lambda\) remain uniform, because \(J\) was not taken out of the integral before that point. Its weight is

\[
w'(z)=\frac{\sinh(z/\lambda)}{\lambda\cosh(t/\lambda)}, \tag{28}
\]

which is zero at the free face and greatest at the sink. For the 6 nm film, \(w(t/2)=0.410\). With uniform \(\theta\), the half next to the sink contributes \(1-0.410=0.590\) to the factor, and the far half contributes \(0.410-0.266=0.144\). About 80% of the delivered current is thus due to the drive in the nearer 3 nm.

### Why the free face matters

Replace the free face by a second perfect sink. The conditions are then \(V_s(0)=V_s(t)=0\), and the solution of (13) is \(V_s=0\) everywhere. Equation (7) gives

\[
j_s(z)=J\quad\text{for every }t. \tag{29}
\]

The thickness factor is one even in a film much thinner than \(\lambda\), within the diffusion model. The left sink now supplies the spin that the right sink receives, and no relaxation in the film is needed. The reduction in (20) is therefore due to the blocked face opposite the sink. A film with absorbing layers on both sides must not be described by (20), even if the interface under study is perfect.

### Thin and thick films

Let \(x=t/\lambda\). For small \(x\), write \(\cosh x=1+y\), with \(y=x^2/2+x^4/24+\cdots\), and use \(1/(1+y)=1-y+y^2-\cdots\). To fourth order,

\[
\operatorname{sech}x
=1-\frac{x^2}{2}-\frac{x^4}{24}+\frac{x^4}{4}+\cdots
=1-\frac{x^2}{2}+\frac{5x^4}{24}+\cdots,
\]

so that

\[
1-\operatorname{sech}x
=\frac{x^2}{2}\left(1-\frac{5x^2}{12}+\cdots\right). \tag{30}
\]

The leading square has a direct origin. In a thin film diffusion nearly cancels the drive, so \(V_s'\simeq\theta E\) and \(V_s\simeq-\theta E(t-z)\). The average deficit is proportional to \(t\), and the volume in which relaxation acts on it is also proportional to \(t\). Equation (21) then gives \(Jt^2/(2\lambda^2)\).

For large \(x\),

\[
\operatorname{sech}x=\frac{2e^{-x}}{1+e^{-2x}}
=2e^{-x}-2e^{-3x}+\cdots,
\]

and the factor approaches one as

\[
1-\operatorname{sech}x\simeq1-2e^{-x}. \tag{31}
\]

Some values for \(\lambda=3.0\) nm are:

| \(t\) (nm) | \(t/\lambda\) | factor |
|---:|---:|---:|
| 1.5 | 0.5 | 0.113 |
| 3.0 | 1.0 | 0.352 |
| 6.0 | 2.0 | 0.734 |
| 9.0 | 3.0 | 0.901 |
| 12.0 | 4.0 | 0.963 |

A film one diffusion length thick delivers about a third of the bulk current. To reach a chosen factor \(f\), solve (20) for the thickness:

\[
t=\lambda\operatorname{arcosh}\frac{1}{1-f}. \tag{32}
\]

For \(f=0.9\) this is \(\lambda\operatorname{arcosh}10=2.99\lambda\), or 9.0 nm in the example.

### An imperfect interface

Let the interface have a finite conductance \(G\), so that \(j_s(t)=GV_s(t)\). Because the equations are linear, the solution is the perfect-sink profile plus a term that raises the potential at \(z=t\) to its actual value:

\[
V_s(z)=V_s^{\text{sink}}(z)+V_s(t)\frac{\cosh(z/\lambda)}{\cosh(t/\lambda)}. \tag{33}
\]

The added term satisfies (13) and has zero slope at the free face, so it leaves condition (14) intact. Its diffusion current at \(z=t\) is \(-(\sigma/\lambda)\tanh(t/\lambda)V_s(t)\). Hence

\[
j_s(t)=J\left(1-\operatorname{sech}\frac{t}{\lambda}\right)
-\frac{\sigma}{\lambda}\tanh\frac{t}{\lambda}\;V_s(t). \tag{34}
\]

The last term is backflow: spin that is not accepted by the absorber accumulates at the interface and diffuses back into the film. Set \(V_s(t)=j_s(t)/G\) and collect the terms in \(j_s(t)\):

\[
\frac{j_s(t)}{J}=
\frac{1-\operatorname{sech}(t/\lambda)}
{1+(\sigma/\lambda G)\tanh(t/\lambda)}. \tag{35}
\]

Since \(\tanh(t/\lambda)<1\), the condition \(G\gg\sigma/\lambda\) is sufficient for the sink to count as perfect.

In the example \(\sigma/\lambda=1.67\times10^{15}\) S/m². An interface with \(G=5.0\times10^{15}\) S/m² is three times as conductive, which is not enough to neglect backflow. The denominator is \(1+0.333\times0.964=1.321\), and the factor falls from 0.734 to \(0.734/1.321=0.556\). In a thick film the factor tends to \(1/(1+\sigma/\lambda G)\), here 0.75, instead of one. Suppose that data following (35) were fitted with (20) and a free amplitude, using equally weighted and evenly spaced thicknesses from \(0.5\lambda\) to \(4\lambda\). The fitted spin Hall angle would then be about 26% too small and the fitted diffusion length about 4% too short. Both errors depend on the range of thicknesses, because the denominator in (35) does.

The value of \(G\) in this example is a model input. In a real interface \(G\) is limited by the number of conduction channels and may be no larger than \(\sigma/\lambda\). With \(G=1.0\times10^{15}\) S/m², for instance, the factor for the 6 nm film would be only 0.28. Equation (35), not (20), must then be used.

### Best thickness at fixed total charge current

At fixed field or fixed current density, (20) increases steadily with thickness. A device may instead be limited by its total charge current. Let \(K=\sigma Et\) be the charge current per width, carried by the film alone. Replacing \(\sigma E\) by \(K/t\) in (20) gives

\[
j_s(t)=\frac{\theta K}{\lambda}F(x),\qquad
F(x)=\frac{1-\operatorname{sech}x}{x}. \tag{36}
\]

A thicker film loses less spin to the effect of the free face, but it dilutes the charge current. The derivative of \(F\) is

\[
F'=\frac{1}{x^2}\left[\frac{x\sinh x}{\cosh^2x}
-\frac{\cosh x-1}{\cosh x}\right].
\]

Use \(\cosh x-1=\sinh x\tanh(x/2)\) to take out a common factor, and then \(\cosh x\tanh(x/2)=\sinh x-\tanh(x/2)\). The result is

\[
F'=\frac{\sinh x}{x^2\cosh^2x}\,h(x),\qquad
h(x)=x-\sinh x+\tanh\frac{x}{2}. \tag{37}
\]

The prefactor is positive for \(x>0\), so \(h\) decides the sign. It starts from \(h(0)=0\) with slope \(h'(0)=1-1+1/2=1/2\), and

\[
h''(x)=-\sinh x-\frac12\operatorname{sech}^2\frac{x}{2}\,
\tanh\frac{x}{2}<0.
\]

The function rises at first, bends downward throughout, and finally becomes negative because \(\sinh x\) outgrows \(x\). It therefore has one positive root, at which \(F\) is greatest. A bracketing root search gives \(x=1.506\), or \(t=4.5\) nm for \(\lambda=3.0\) nm. There the efficiency factor is 0.577 and \(F=0.383\). For the 6 nm film, \(F=0.734/2=0.367\), about 4% below the maximum, so the optimum is broad. These numbers hold for a perfect sink. Backflow favours a thinner film: with \(G=5.0\times10^{15}\) S/m², (35) divided by \(x\) is greatest at \(x=1.40\), or \(t=4.2\) nm.

### Conditions on the result

The diffusion equation requires both \(\lambda\) and \(t\) to be much longer than the mean free path \(\ell\). For isotropic scattering \(D=v\ell/3\). With a model Fermi speed \(v=1.0\times10^6\) m/s,

\[
\ell=\frac{3D}{v}=\frac{3(1.5\times10^{-4})}{1.0\times10^6}\ \text{m}
=0.45\ \text{nm}.
\]

This is 15% of \(\lambda\) and 7.5% of \(t\), so diffusion is a fair approximation but not an exact one. The electrons that reach the sink come from a depth of about \(\ell\), and condition (15) therefore has corrections of order \(\ell/\lambda\). The factor 0.734 is exact only within the diffusion model; with the mean free path assumed here, the true value could differ by about ten percent for this reason alone, and a larger \(\ell/\lambda\) would make the correction larger.

The speed is also a separate model input. Free electrons with the same \(v\) and \(\sigma\) would have a mean free path of about 8 nm, and (20) would not apply to them. For a real metal, \(\ell\) must be found from its own data before the formula is used. A film 0.6 nm thick would lie outside the diffusive regime, even though (20) still assigns it a number.

The spin gradient also drives an in-plane charge current through the inverse spin Hall effect. By reciprocity its coefficient has the magnitude \(\theta\sigma\). Equation (16), with the value found for \(B\), shows that \(|V_s'|\le|\theta E|\) for a perfect sink, so this current is at most \(\theta^2\sigma|E|\). Relative to \(\sigma|E|\) the bound is 0.01 in the example. It does not alter \(j_s\) at a given field, but it slightly changes the ratio of spin current to charge current.

Finally, \(\sigma\), \(\theta\) and \(\lambda\) were taken to be the same for all thicknesses. If surface scattering lowers \(\sigma\) in thin films, the bulk current \(J=\theta\sigma E\) at a given field depends on thickness unless \(\theta\) rises in inverse proportion to \(\sigma\), and \(\lambda\) may change too. Data from a series of films then follow the single curve (20) only after these changes have been taken into account. The same caution applies if the interface relaxes spin or produces a spin current of its own, since condition (15) and the drive in (7) would no longer contain all the relevant processes.

All numerical values are calculated from the stated model.
